# When self-heating makes a saturated transistor's static output conductance negative, part 2

An n-channel transistor in a silicon film on buried oxide is held at fixed gate voltage \(V_G\) in saturation. How much power makes its current fall as the drain voltage rises? The drain voltage \(V\) is measured from the source, and the drain current \(I\) is positive into the drain. The power is \(P=VI\) and the channel temperature \(T=T_0+RP\), with \(T_0\) ambient and \(R\) the thermal resistance in K/W. At constant temperature the slope \(\partial I/\partial V\) is \(g_{\rm iso}>0\), and \(s=Vg_{\rm iso}/I\). The fractional current loss per kelvin is \(a=-(\partial I/\partial T)/I\). The static conductance \(g\), reached once the temperature has settled, is

\[
g=\frac{g_{\rm iso}-aRI^2}{1+aRP}. \tag{4}
\]

For \(a>0\),

\[
g<0\quad\Longleftrightarrow\quad P>\frac{s}{aR}. \tag{5}
\]

With heat capacity \(C\), the thermal time constant at fixed \(V\) is \(\tau=RC/(1+aRP)\). For \(g<0\), the real part of the small-signal admittance changes sign at

\[
\omega_0=\frac1\tau\sqrt{\frac{-g}{g_{\rm iso}}}. \tag{11}
\]

A purely resistive feed \(R_L\) then gives instability only if \(R_L>1/|g|\); a series inductance \(L_s\) also does so when \(L_s>\tau(1+g_{\rm iso}R_L)/|g|\).

The current law is

\[
I=\frac12\,\mu C_{\rm ox}\frac WL\,V_{\rm ov}^2(1+\lambda V), \tag{13}
\]

with gate capacitance per area \(C_{\rm ox}\), channel width \(W\) and length \(L\), mobility \(\mu=\mu_0(T/T_0)^{-k}\) and overdrive \(V_{\rm ov}=V_G-V_{T0}+\kappa(T-T_0)\). Here \(V_{T0}\) is the threshold voltage at ambient and \(\kappa\) its fall per kelvin; \(k\), \(\kappa\) and the channel-shortening parameter \(\lambda\) are constants. Hence

\[
a=\frac kT-\frac{2\kappa}{V_{\rm ov}},\qquad
s=\frac{\lambda V}{1+\lambda V}. \tag{14}
\]

If the threshold shift is neglected, \(\kappa=0\) and \(a=k/T\), and the condition \(aRP>s\) reads

\[
\frac{kRP}{T_0+RP}>s .
\]

Multiplying by the positive denominator and collecting \(RP\) gives \((k-s)RP>sT_0\). For \(k>s\),

\[
P>\frac{T_0\,s}{R\,(k-s)}. \tag{15}
\]

For \(k\le s\) the left side of the previous inequality is not positive, so no power suffices: \(kRP/T\) approaches \(k\) at most. With \(\kappa>0\), \(a\) is smaller than \(k/T\), so the mobility-only condition must still be met but is no longer sufficient. At the same \(V\), \(R\), \(k\) and \(\lambda\), the right side of (15) is then a lower bound to the critical power.

One may ask whether the slope, once negative, can become positive again at higher drain voltage. For \(\kappa=0\) this has a definite answer. Let \(u=\lambda/(1+\lambda V)\), so that \(g_{\rm iso}=uI\) and \(s=uV\). Then

\[
g=\frac ND,\qquad N=I\left(u-\frac{kRI}{T}\right),\qquad D=1+\frac{kRP}{T}.
\]

At a zero of \(g\), \(N=0\), so \(kRI/T=u\) and \(D=1+uV\). There \(dI/dV=0\), hence \(dT/dV=RI\). Also \(du/dV=-u^2\). The derivative of the numerator at this point is

\[
\frac{dN}{dV}=I\left(-u^2+\frac{kR^2I^2}{T^2}\right)
=-Iu^2\left(1-\frac1k\right),
\]

where \(RI/T=u/k\) was inserted. Since \(N=0\), the derivative of \(D\) does not contribute, and

\[
\frac{d^2I}{dV^2}=-\frac{Iu^2}{1+uV}\left(1-\frac1k\right). \tag{16}
\]

For \(k>1\) every zero of the slope is a current maximum. Two maxima would need a minimum between them, which (16) excludes. There is thus at most one zero, and the slope stays negative beyond it while the law holds. For \(k<1\) a zero is a minimum. At \(k=1\) the second derivative vanishes and does not decide.

Numerical output curves were used to test (15) and (16), with \(\lambda=0.1\) V\(^{-1}\), \(R=7000\) K/W, \(T_0=300\) K and \(I=I_0(1+\lambda V)(T/T_0)^{-k}\). The position of the extremum is sensitive to \(I_0\), so \(I_0\) is given exactly. For \(k=1.5\) and \(I_0=0.95\,\lambda T_0/(kR)\approx2.714\) mA, the self-consistent current has a maximum at 1.4777 V and 4.02 mW. There \(s=0.14777/1.14777=0.1287\), and (15) gives \(300\times0.1287/(7000\times1.3713)=4.02\) mW. For \(k=0.7\) and \(I_0=1.05\,\lambda T_0/(kR)\approx6.429\) mA there is a minimum at 1.060 V and 6.80 mW, again in agreement with (15). The curvatures, \(-6.1\) and \(+20.5\) µA/V\(^2\), agree with (16).

For a complete example, consider a body-contacted n-channel transistor in a 100 nm silicon film on 400 nm of buried oxide, 10 µm wide and 2 µm long, with 10 nm of gate oxide. Rough typical values are used: \(\mu_0=450\) cm\(^2\)/Vs at the operating gate field, \(k=1.5\), \(V_{T0}=0.5\) V, \(\kappa=1\) mV/K and \(\lambda=0.02\) V\(^{-1}\). Ambient is 300 K, and the drain is at 2.5 V.

The thermal resistance follows from the heat flow. Heat spreads sideways in the film, of thickness \(t_s\) and conductivity \(K_s\), and leaks down through the oxide, of thickness \(t_b\) and conductivity \(K_b\), to a substrate at ambient. If power enters uniformly over the channel, \(|x|<L/2\), the temperature rise \(\theta(x)\) obeys

\[
K_st_s\theta''-\frac{K_b}{t_b}\theta+\frac{P}{WL}=0
\]

there, and the same equation without the source outside. The healing length is \(\ell=\sqrt{K_st_st_b/K_b}\). The symmetric solution inside is

\[
\theta=\frac{Pt_b}{K_bWL}\left[1-e^{-L/2\ell}\cosh\frac x\ell\right].
\]

At \(x=L/2\) the bracket equals \((1-e^{-L/\ell})/2\), and its slope is \(-1/\ell\) times that value, so it joins smoothly to a decaying exponential outside. Averaging over the channel and dividing by \(P\),

\[
R=\frac{t_b}{K_bWL}\left[1-\frac{\ell}{L}\left(1-e^{-L/\ell}\right)\right].
\]

With \(K_s=60\) and \(K_b=1.4\) W/(m K), \(\ell=1.31\) µm and \(R\approx6960\) K/W. A finite-difference solution gives the same value, and halving its mesh spacing shifts it by 0.14 K/W. Heat flow past the ends of the channel width and spreading in the silicon substrate are left out here; the first lowers \(R\) and the second raises it. Together they would raise \(R\) by about 3 per cent if the film ends at the channel width, and lower it by about 6 per cent if the film continues past both ends. The round value \(R=7000\) K/W is used below.

At 2.5 V, (14) gives \(s=0.05/1.05=0.0476\). With the gate at 2.5 V, the self-consistent state has \(I=1.479\) mA, \(P=3.70\) mW, \(T=325.9\) K and \(V_{\rm ov}=2.026\) V. Then

\[
a=\frac{1.5}{325.9}-\frac{0.002}{2.026}=3.62\times10^{-3}\ {\rm K^{-1}},
\]

and the threshold power at this point is \(0.0476/(3.62\times10^{-3}\times7000)=1.88\) mW. The actual power is about twice as large, so the slope must be negative. Indeed \(g_{\rm iso}=28.2\) µS and \(aRI^2=55.3\) µS, and division of their difference by \(1+aRP=1.094\), with unrounded values, gives \(g=-24.9\) µS. Between 2.2 and 2.8 V the current falls from 1.486 to 1.471 mA, about one per cent.

With the gate at 1.2 V, the power is 0.50 mW and \(a=2.10\times10^{-3}\) K\(^{-1}\). The threshold power there is 3.24 mW, and \(g=+3.2\) µS. The thresholds at the two gates differ mainly because \(a\) depends on the overdrive; \(s\) is the same.

The sign change at 2.5 V was located from differences of the self-consistent current, without using the derived condition. It lies at a gate voltage of 1.94 V, where \(I=0.80\) mA, \(T=314\) K and

\[
P_c=2.00\ {\rm mW},
\]

or 0.20 mW per micrometre of width. At this point \(a=3.40\times10^{-3}\) K\(^{-1}\), and \(s/(aR)=0.0476/(3.40\times10^{-3}\times7000)=2.00\) mW, as (5) requires. A rise of only 14 K is enough because the isothermal slope is so small. Evaluating \(a\) at ambient for the same gate voltage gives 1.89 mW, 6 per cent below \(P_c\). The mobility-only value from (15) is 1.41 mW, 30 per cent below it; the falling threshold voltage accounts for the difference.

With an assumed \(C=20\) pJ/K, \(RC=140\) ns. At a gate voltage of 2.5 V the feedback shortens this to \(\tau=128\) ns. After a 1 mV drain step, the calculated conductance is initially 28.2 µS, then \(-5.3\) µS after one \(\tau\), and it settles near \(-24.8\) µS. By (11), the real part of the admittance changes sign at

\[
\frac{\omega_0}{2\pi}=\frac{\sqrt{24.9/28.2}}{2\pi\times128\ {\rm ns}}\approx1.2\ {\rm MHz}.
\]

These time and frequency values treat the heated region as a single heat capacity. In the actual layers heat spreads by diffusion, so the response is not a single exponential and begins faster. An estimate that includes diffusion through the film and the buried oxide puts the sign change near 2.3 MHz, so the figure of 1.2 MHz gives only the order of magnitude. Most of this difference comes from the assumed \(C\): the layers alone have an effective heat capacity near 11 pJ/K at low frequency, and a single time constant with that value gives about 2.2 MHz. The static conductance does not depend on this.

For instability through a load resistor, \(R_L\) would have to exceed \(1/|g|\approx40\) k\(\Omega\). At 1.48 mA that resistor would drop about 60 V. With a small \(R_L\) and \(\tau=128\) ns, a series inductance above about 5 mH would instead produce oscillation near 1 MHz.

These values follow from rough inputs and do not describe a particular product. Of the three neglected effects compared in this paragraph, velocity saturation gives the largest shift for the inputs used. With a fixed saturation velocity of \(10^7\) cm/s it raises \(P_c\) by 15 per cent; in silicon this velocity falls with temperature, which would reduce the shift to roughly 11 per cent for a mild fall and to less for a steeper one. The current is then proportional to \(\mu/(1+r)\) with \(r=\mu V_{\rm ov}/(2v_{\rm sat}L)\), so its logarithmic response to mobility falls from 1 to \(1/(1+r)\). Impact ionization adds current that grows with drain voltage. It raises \(P_c\) by 5 per cent if the high field near the drain extends over an assumed length of 55 nm, but this figure is very sensitive: a length 20 per cent shorter would give about 16 per cent. A thermal resistance assumed to grow as \(T^{0.5}\) lowers it by 4 per cent. For this film on oxide the growth is probably much weaker, because the heat conductivity of the oxide rises with temperature while that of silicon falls. All three together give 2.36 mW, an increase of 18 per cent, at a gate voltage of 2.20 V. In each comparison the drain stays at 2.5 V and the gate is readjusted to find the zero of the slope.

Some other effects were sized but not included in that figure. A source resistance of 50 \(\Omega\) drops 40 mV, about 3 per cent of the overdrive. Under uniform heating, the hottest part of the channel has a temperature rise 10 per cent above the mean. At the critical gate voltage of 1.94 V, with the whole of it taken to lie across the oxide, the gate-oxide field is about 1.9 MV/cm, well below a rough breakdown field of 10 MV/cm, and the estimated tunnelling probability, near \(10^{-42}\), is negligible. The distribution of heat matters more than any of these. In saturation the extra power \(I\,dV\) is released at the drain end, which warms the channel less on average than uniform heating does. If heat is released locally along a gradual channel, with the remaining voltage dropped at the drain end, and mobility and threshold follow the local temperature, the same film model gives \(P_c\approx2.6\) mW at a gate voltage of 2.16 V, about 30 per cent above the value for uniform heating. Heat removal through metal contacts, floating-body effects and any temperature dependence of \(\lambda\) remain outside the estimate.

The result depends directly on \(R\) and \(\lambda\). At fixed \(s\) and \(a\), the critical power varies as \(1/R\), so a device with better heat removal needs more power. Doubling \(\lambda\) to 0.04 V\(^{-1}\) changes \(s\) to \(0.1/1.1=0.091\) and, at the same \(a\), \(R\) and drain voltage, nearly doubles the threshold. The figure of 0.20 mW/µm therefore belongs to this geometry and bias and to the assumption of uniform heating; for another transistor, \(s\), \(a\) and \(R\) must be found at its own operating temperature. The remaining values are in the numerical output.

## Computed values

```
INPUTS (rough typical values)
width, length: 10, 2 um; gate oxide: 10 nm
ambient: 300 K; drain voltage: 2.5 V
mobility at ambient: 450 cm2/Vs; exponent k: 1.5
threshold at ambient: 0.5 V; its fall kappa: 1.0 mV/K
lambda: 0.02 1/V; gate capacitance: 3.453 mF/m2
thermal resistance R: 7000 K/W; heat capacity: 20 pJ/K
silicon film, buried oxide: 100, 400 nm
their heat conductivities: 60, 1.4 W/(m K)
THERMAL RESISTANCE OF FILM ON OXIDE
healing length: 1.309 um; formula for mean: 6963.6 K/W
numerical mean: 6963.6 K/W; shift on halving mesh: 0.138 K/W
peak-to-mean temperature rise: 1.096
TWO OPERATING POINTS
dimensionless slope s: 0.04762
gate 1.2 V: I 0.1984 mA, P 0.4960 mW, T 303.47 K
  overdrive 0.7035 V, a 2.0998 1e-3/K, a*R*P 0.00729
  threshold power s/(a*R) 3.2398 mW
  g_iso 3.779 uS, static g 3.177 uS
gate 2.5 V: I 1.4787 mA, P 3.6968 mW, T 325.88 K
  overdrive 2.0259 V, a 3.6157 1e-3/K, a*R*P 0.09357
  threshold power s/(a*R) 1.8814 mW
  g_iso 28.166 uS, static g -24.851 uS
current at gate 2.5 V: 2.2 V: 1.48632 mA, 2.5 V: 1.47871 mA, 2.8 V: 1.47140 mA
gate voltage with a = 0 at ambient: 0.90 V
SIGN CHANGE OF STATIC CONDUCTANCE
gate voltage: 1.9360 V; current: 0.8009 mA
critical power: 2.0022 mW = 0.2002 mW/um of width
temperature: 314.02 K; a: 3.3976 1e-3/K
overdrive: 1.4500 V
estimate with a at ambient: 1.8858 mW
mobility-only closed formula: 1.4052 mW
THERMAL STEP AT GATE 2.5 V
R*C: 140.0 ns; effective time: 128.02 ns
conductance after 0, 1, 12 effective times: 28.166, -5.347, -24.849 uS
MOBILITY-ONLY TEST CURVES (lambda 0.1 1/V)
k 1.5: extremum 1.4777 V, 4.0237 mW, curvature -6.105 uA/V2
k 0.7: extremum 1.0596 V, 6.7956 mW, curvature 20.510 uA/V2
EFFECTS OUTSIDE THE BASIC MODEL
saturation velocity: 1.0e+07 cm/s; exponent of R(T): 0.5
ionization A, B: 2.0e+06 1/cm, 1.70 MV/cm; length: 54.8 nm
with velocity saturation: gate 2.1826 V, P 2.3115 mW, shift +15.45 %
with impact ionization: gate 1.9762 V, P 2.1094 mW, shift +5.35 %
with R rising with T: gate 1.9084 V, P 1.9281 mW, shift -3.70 %
with all three: gate 2.2040 V, P 2.3604 mW, shift +17.89 %
source resistance: 50 ohm; drop: 40.0 mV, 2.76 % of overdrive
gate-oxide field, upper estimate: 1.94 MV/cm
oxide barrier 3.1 eV, mass 0.42 m_e: log10 tunnelling -41.7
```
